Mean Thickness of Island Films from Substrate Photoelectron Attenuation

**Q:** Suppose I grow platinum on silicon dioxide by atomic layer deposition and follow the Si 2p photoelectrons of the substrate. After 100 cycles their signal is 0.525 of its clean value. With an attenuation length of 1.5 nm, the usual formula gives

d = -(1.5 nm) ln 0.525 = 0.967 nm.

The film consists of islands, but the analysed spot covers a huge number of them. So the measurement averages over the islands, and 0.967 nm is the mean thickness. Is that right?

**A:** The spot does average, but let us see what it averages. Let t be the local film thickness, and let Λ be the effective attenuation length in the film. Take emission along the surface normal, a flat and laterally uniform substrate, and electrons that travel in straight lines. An electron leaving the substrate under thickness t then contributes with weight exp(-t/Λ). With angle brackets for the average over area, the signal relative to the clean substrate is

S = <exp(-t/Λ)>.

Your formula defines an apparent thickness,

d_app = -Λ ln S.

If t is the same everywhere, S = exp(-t/Λ) and d_app = t. If t varies, you have taken the logarithm of an average, which is not the average of the logarithm.

**Q:** I see that they can differ. Give me a case I can do by hand.

**A:** Let half the surface be bare and half carry blocks 4 nm high. The true mean is 0.5 × 4 nm = 2 nm. The signal is

S = 0.5 + 0.5 exp(-4/1.5) = 0.5 + 0.035 = 0.535,

so d_app = -(1.5 nm) ln 0.535 = 0.94 nm. Making the blocks taller hardly changes S, because the bare half already supplies nearly all of it. The added metal is almost invisible to the substrate signal.

**Q:** That is one film. Could another distribution of heights give an error of the opposite sign?

**A:** Not within these assumptions. Start from the inequality

e^y ≥ 1 + y.

It holds because e^y - 1 - y has derivative e^y - 1, which is negative for y < 0 and positive for y > 0. The minimum is therefore at y = 0, where the function vanishes.

Now put x = t/Λ and m = <x>, and choose y = m - x. Multiplying by e^(-m) gives

e^(-x) ≥ e^(-m) [1 - (x - m)].

Take the area average. Since <x - m> = 0, the bracket averages to 1, and

S = <e^(-x)> ≥ e^(-m) = exp(-<t>/Λ).

Taking the logarithm preserves the order, and multiplying by -Λ reverses it:

d_app = -Λ ln S ≤ <t>.

This is Jensen's inequality for the convex function e^(-x). Equality requires y = 0 almost everywhere, which means a uniform thickness.

**Q:** I often collect electrons at an angle. Then islands shadow the bare areas beside them. Does that spoil the argument?

**A:** It changes the signal but not the inequality. Let θ be the emission angle from the normal and L the path length inside the film, summed over all islands the ray crosses. The signal is S = <exp(-L/Λ)>, and the uniform-film formula becomes

d_app = -Λ cos θ ln S.

We need the mean of L. Parallel rays leaving a substrate patch dA form a beam of cross-section cos θ dA, so the film volume inside that beam is L cos θ dA. Each point of the film lies on one such ray, traced back to the substrate. Adding all beams therefore gives the whole film volume V:

cos θ ∫ L dA = V.

Dividing by the total area A, and using V/A = <t>,

cos θ <L> = <t>.

The earlier proof with x = L/Λ gives -ln S ≤ <L>/Λ. Hence

d_app ≤ cos θ <L> = <t>.

Electrons born deeper in the substrate enter the film at a laterally shifted point. The substrate is uniform, so the shift leaves the distribution of L unchanged. The loss inside the substrate is a common factor that cancels against the clean reference.

The volume identity was tested by integrating the paths through an isolated hemisphere at 60°: the volume recovered from the rays, divided by the true volume, was 1.00000.

**Q:** Back to my film. How thick is it really?

**A:** S alone cannot tell you. A uniform film of 0.967 nm would produce your signal, and so would many island films. Imagine a bare fraction equal to S and very tall islands on the rest: S stays the same while the mean can be as large as you like. Your reading is a lower bound on the mean. To get a mean, we need a model of the islands.

Take hemispheres centred on random, independent sites with density N, all started at cycle zero. After n cycles each has radius r = gn, where g is the growth per cycle. Where hemispheres overlap, the local thickness is the height of the upper surface.

A point has t ≤ z, with 0 ≤ z < r, if no site lies within lateral distance √(r² - z²). The expected number of sites in that disc is πN(r² - z²). For random sites, the probability of finding none is

P(t ≤ z) = exp[-a²(r² - z²)], with a² = πN.

The mean of a non-negative quantity is the integral of the probability of exceeding z:

<t> = ∫₀ʳ [1 - P(t ≤ z)] dz
= r - exp(-a²r²) ∫₀ʳ exp(a²z²) dz
= r - D(ar)/a.

The last line substitutes u = az and uses Dawson's function, D(q) = exp(-q²) ∫₀^q exp(u²) du.

For the signal, write

exp(-t/Λ) = 1 - (1/Λ) ∫₀ᵗ exp(-z/Λ) dz.

Averaging weights each height z by the probability that t exceeds it:

S = 1 - (1/Λ) ∫₀ʳ exp(-z/Λ) [1 - P(t ≤ z)] dz
= exp(-r/Λ) + (1/Λ) ∫₀ʳ exp[-z/Λ - a²(r² - z²)] dz.

**Q:** And with numbers?

**A:** Use N = 10¹² cm⁻² = 0.01 nm⁻² and g = 0.05 nm per cycle. At 100 cycles r = 5 nm and a²r² = π × 0.01 × 25 = 0.785. The bare fraction is exp(-0.785) = 0.456. The formulas give

<t> = 1.95 nm, S = 0.525, d_app = 0.97 nm.

This model film has your signal and twice your thickness. The deficit is 0.985 nm, or about 50% of the true mean.

The reason is visible in S. Bare substrate contributes 0.456 of the total 0.525, or 87%. Everything that passes through platinum contributes only 0.069.

The averages were also computed from 40 random maps, each 200 nm square with 400 islands. They gave a mean of 1.950 nm and an apparent thickness of 0.965 nm, against 1.952 nm and 0.967 nm from the formulas.

**Q:** If bare patches dominate, can I at least say how large the reading could become?

**A:** Yes, at normal emission. If b is the bare fraction, then S ≥ b, because the covered area cannot contribute a negative signal. Hence

d_app ≤ -Λ ln b.

In this island model b = exp(-a²r²), so the ceiling is Λa²r² = 1.5 nm × 0.785 = 1.18 nm. At this coverage no increase in island height could push the reading above that value, although the true mean is already 1.95 nm.

**Q:** Could I correct the reading with the roughness from a microscope?

**A:** For small roughness, yes. Write t = <t> + δ, with <δ> = 0. Expanding to second order,

S ≈ exp(-<t>/Λ) [1 + <δ²>/(2Λ²)].

The linear term has averaged to zero. Since ln(1 + ε) ≈ ε for small ε,

d_app ≈ <t> - <δ²>/(2Λ).

This needs height variations small compared with Λ. In our film the standard deviation is 1.97 nm, larger than Λ, so the expansion is out of its range. It predicts a deficit of 1.29 nm instead of 0.985 nm. Adding it to the reading would give 2.26 nm, about 16% above the true mean.

**Q:** I could use the ratio of the platinum signal to the silicon signal. The platinum signal sees the islands directly.

**A:** It sees mainly their tops. At normal emission, a column of thickness t gives a film signal, relative to a very thick film, of

(1/Λ) ∫₀ᵗ exp[-(t - z)/Λ] dz = 1 - exp(-t/Λ).

I have used the same Λ for both peaks. This is a reasonable first approximation here, since the Pt 4f and Si 2p electrons differ by roughly 30 eV at kinetic energies near 1.4 keV. The area average is 1 - S, so the normalised ratio is R = (1 - S)/S. For a uniform film of thickness d,

R = [1 - exp(-d/Λ)]/exp(-d/Λ) = exp(d/Λ) - 1.

Setting the two equal gives exp(d/Λ) = 1/S, hence d = -Λ ln S. This is the same wrong thickness. For one of the random maps, summing the film emission layer by layer and inverting the ratio gave 0.982 nm, and the substrate signal alone also gave 0.982 nm.

**Q:** Does the error disappear when the islands are very small, or when the film closes?

**A:** In relative terms it does at both ends. First take isolated hemispheres with r much less than Λ. Their volume per area is <t> ≈ (2/3)πNr³. Integrating the squared height over one hemisphere gives πr⁴/2, so <t²> ≈ πNr⁴/2. At low coverage <t>² is negligible beside <t²>, and the variance formula gives

(<t> - d_app)/<t> ≈ <t²>/(2Λ<t>) = 3r/(8Λ).

At 10 cycles r = 0.5 nm, and this estimate is 12.5%. The full model gives 11.4%. The error is small when the islands are low, not when the coverage is low.

For later growth, the full model gives:

Cycles: true mean, apparent thickness, ratio
40: 0.159 nm, 0.105 nm, 0.66
80: 1.11 nm, 0.58 nm, 0.52
120: 3.00 nm, 1.46 nm, 0.485
160: 5.45 nm, 2.73 nm, 0.50
200: 8.00 nm, 4.38 nm, 0.55

At 200 cycles only 4.3% of the surface is bare, yet that area supplies 80% of the remaining substrate signal.

For the closed-film limit, look at the two ends of the integral for S. The end near z = 0 contributes about exp(-a²r²), which is the electron signal from pinholes. The end near z = r scales as exp(-r/Λ), like the term outside the integral; this is transmission through the thick film. The two exponents are equal when a²r² = r/Λ, that is, at

r = 1/(a²Λ) = 21 nm.

Pinholes lose their dominance near this radius.

Well beyond this radius both d_app/r and <t>/r tend to 1, so their ratio does too. But at r = 21 nm the signal is only a few millionths of its clean value, far too weak to be useful. In this example the recovery comes too late to help.

**Q:** What does this do to the nucleation delay I extract?

**A:** That depends on how you define it. Suppose the delay is the extra number of cycles needed to reach a chosen thickness. When the apparent thickness reaches that value, the true mean is at least as large. Since the true mean grows steadily, it reached the value no later. The apparent delay therefore cannot be the shorter one.

For a threshold of 1 nm, uniform growth from the first cycle would take 1/0.05 = 20 cycles. The true mean of the island film takes 77.0 cycles and the apparent thickness 101.5. The delays are 57 and 81.5 cycles, so the photoelectron value is 43% too long. Even the true 57 cycles is no waiting time in this model: every island starts at cycle zero, and small hemispheres simply add little volume.

**Q:** I normally draw a tangent to the growth curve and extend it to zero thickness.

**A:** Then there is no such ordering. The intercept at cycle n is n - t/(dt/dn), which depends on the slope, and Jensen's inequality says nothing about slopes. A tangent drawn at 100 cycles meets zero at 59.2 cycles for the true curve and 56.0 for the apparent one. Drawn at 200 cycles, the intercepts are 72.3 and 104.8. The order reverses between these two choices, so a quoted delay needs its definition and its fitting range.

**Q:** How far should I trust these numbers for a real platinum film?

**A:** The values of Λ, N and g are rough ones for noble-metal islands on an oxide and a laboratory aluminium X-ray source. The ideal inequality does not depend on them, but the factor of two does. Real islands may have other contact angles, appear throughout the deposition, or migrate and merge. I have not sized those effects.

The arrangement of sites alone matters a good deal. With the same density and radius but sites on a square grid 10 nm apart, the islands just touch instead of overlapping. The true mean becomes 2.62 nm and the reading 1.64 nm. So the factor of two is not a correction to carry to another film.

Measurement errors can have either sign. Keep the random-site film and the assumed Λ of 1.5 nm:

- If the real Λ is 20% shorter or longer, the reading becomes 1.03 or 0.90 nm. This is a rough allowance for calibration and elastic scattering. The shorter case is the more likely one: 1.5 nm is close to the inelastic mean free path in platinum at this energy, and elastic scattering lowers the effective length to roughly 1.25 nm. With 1.24 nm used throughout, the ratio of apparent to true thickness falls from 0.50 to 0.43.
- A clean-substrate reference 5% too high adds 0.07 nm.
- A carbon layer measuring 0.4 nm along the substrate normal everywhere, present on the film sample but not on the reference, adds 1.5 × 0.4/3 = 0.20 nm if its attenuation length is 3 nm. A 0.4 nm layer that follows the island sides adds 0.27 nm, because the electrons' path through it is longer there.

Even added together, these upward shifts are about 0.34 nm with the flat carbon layer and 0.41 nm with the conformal one, well short of the 0.985 nm deficit. On a nearly uniform film, however, the same shifts could make the reading too large. The lower bound belongs to a clean measurement with the correct Λ and reference and a narrow acceptance angle: collected over ±30° about the normal and read with the normal-emission formula, a uniform 2 nm film gives 2.14 nm. For this pair of materials, note also that the broad Pt 5s line near 102 eV binding energy lies under the Si 2p peak of the oxide near 103 eV. Any part of it counted as silicon raises S and lowers the reading further.

**Q:** Is there any warning in the photoelectron data themselves?

**A:** A second emission angle can give one. For a uniform film in the straight-line model, d_app is the same at every angle, even if the assumed Λ is wrong by a constant factor. For the random maps it is 0.97 nm at normal emission and 0.83 nm at 45° with shadowing included. A wrong clean reference can also make the reading depend on angle: if it is too high by a factor f, it adds Λ cos θ ln f. If the reference is sound at both angles, such a disagreement says that the uniform model, or straight-line attenuation, has failed. It does not supply the missing thickness.

For that you need a signal proportional to the number of film atoms per area, with negligible absorption in the film. Averaging a proportional signal does give the mean, because no logarithm has to be undone. Dividing the atoms per area by the atomic density of the film then gives <t>, whatever the island shape. The numerical output below gives the values to more digits.

Table of computed values

```
Attenuation length: 1.50 nm
Island density: 1.0e+12 cm^-2
Radial growth: 0.050 nm/cycle
Two-height film: coverage 0.50, height 4.00 nm
Two-height signal: 0.5347
Two-height true mean: 2.000 nm
Two-height apparent: 0.939 nm
Example: 100 cycles, radius 5.00 nm
Covered fraction: 0.5441
Substrate signal fraction: 0.5249
True mean thickness: 1.952 nm
Apparent thickness: 0.967 nm
Apparent/true: 0.495
Underestimate: 0.985 nm
Height standard deviation: 1.968 nm
Variance estimate of deficit: 1.291 nm
Bare-area ceiling: 1.178 nm
Random-map mean: 1.950 nm
Random-map apparent: 0.965 nm
Ray volume/true volume at 60 deg: 1.00000
One map, substrate reading: 0.982 nm
One map, ratio reading: 0.982 nm
Cycles; bare fraction; signal; true nm; apparent nm; ratio
 10; 0.9922; 0.9985; 0.0026; 0.0023; 0.886
 40; 0.8819; 0.9325; 0.1594; 0.1049; 0.658
 80; 0.6049; 0.6803; 1.1057; 0.5778; 0.523
120; 0.3227; 0.3789; 3.0015; 1.4556; 0.485
160; 0.1339; 0.1624; 5.4527; 2.7262; 0.500
200; 0.0432; 0.0540; 8.0045; 4.3788; 0.547
Delay threshold: 1.00 nm
Immediate uniform growth crossing: 20.0 cycles
True crossing: 77.0 cycles
Apparent crossing: 101.5 cycles
True delay: 57.0 cycles
Apparent delay: 81.5 cycles
Tangent at 100: true intercept 59.2, apparent 56.0 cycles
Tangent at 200: true intercept 72.3, apparent 104.8 cycles
Reading if real Lambda is 20% shorter: 1.034 nm
Reading if real Lambda is 20% longer: 0.901 nm
Shift if reference is 5% high: +0.073 nm
Carbon: 0.40 nm, length 3.00 nm
Carbon shift: +0.200 nm
Apparent at 45 deg with shadowing: 0.825 nm
Square-site spacing: 10.00 nm
Square-site true mean: 2.618 nm
Square-site apparent: 1.644 nm
```
